# Why a nonmagnetic fourfold crystal has no rotary heat flow: verification in Python

```python
"""
Result under test: in a crystal with only a fourfold axis z, symmetry allows
    kappa = [[kp, kr], [-kr, kp]]   in the plane,   q_i = -sum_j kappa_ij dT/dx_j,
but time-reversal invariance makes kappa symmetric, so the rotary part kr is zero.
A nonzero kr would be invisible in the bulk heat equation, yet visible at insulated
edges, where it would tilt the isotherms: (dT/dy)/(dT/dx) = kr/kp.
Symbols: w[k, k2] scattering rate from phonon state k to k2; v phonon velocities;
H, J Hamiltonian and heat currents of a small quantum system; T temperature.
"""
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve
from scipy.constants import Stefan_Boltzmann

rng = np.random.default_rng(7)


def rotary_ratio(kappa):
    """Antisymmetric part over mean diagonal part, in the xy plane."""
    return (kappa[0, 1] - kappa[1, 0]) / (kappa[0, 0] + kappa[1, 1])


# ---------- 1. what the point groups allow ----------
def close_group(generators):
    elements = [np.eye(3)]
    grew = True
    while grew:
        grew = False
        for a in list(elements):
            for g in generators:
                b = g @ a
                if not any(np.allclose(b, e) for e in elements):
                    elements.append(b)
                    grew = True
    return elements


C4 = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
S4 = C4 @ np.diag([1., 1, -1])
INV = -np.eye(3)
C2X = np.diag([1., -1, -1])
MX = np.diag([-1., 1, 1])
groups = {"4": [C4], "-4": [S4], "4/m": [C4, INV], "422": [C4, C2X],
          "4mm": [C4, MX], "-42m": [S4, C2X], "4/mmm": [C4, C2X, INV]}
allowed = {}
for name, gens in groups.items():
    G = close_group(gens)
    images = []
    for a, b in ((0, 1), (0, 2), (1, 2)):
        E = np.zeros((3, 3))
        E[a, b], E[b, a] = 1, -1
        images.append(sum(R @ E @ R.T for R in G).ravel() / len(G))
    allowed[name] = int(np.linalg.matrix_rank(np.array(images), tol=1e-9))
    print(f"group {name}: order {len(G)}, antisymmetric components {allowed[name]}")
assert all(allowed[n] == 1 for n in ("4", "-4", "4/m"))
assert all(allowed[n] == 0 for n in ("422", "4mm", "-42m", "4/mmm"))

# ---------- 2. the rotary term in the heat equation ----------
x, y = sp.symbols("x y", real=True)
kp, kr, c1, A = sp.symbols("kp kr c1 A", positive=True)
T = sp.Function("T")(x, y)
s = sp.Function("s")(x, y)


def heat_flux(temp, rotary):
    tx, ty = sp.diff(temp, x), sp.diff(temp, y)
    return -kp * tx - rotary * ty, rotary * tx - kp * ty


def divergence(q):
    return sp.diff(q[0], x) + sp.diff(q[1], y)


laplace = sp.diff(T, x, 2) + sp.diff(T, y, 2)
for rotary in (kr, kr * sp.exp(c1 * T)):
    assert sp.simplify(divergence(heat_flux(T, rotary)) + kp * laplace) == 0
edge_term = -(sp.diff(s, x) * sp.diff(T, y) - sp.diff(s, y) * sp.diff(T, x))
assert sp.simplify(divergence(heat_flux(T, s)) + kp * laplace - edge_term) == 0
q = heat_flux(T, kr)
work = q[0] * sp.diff(T, x) + q[1] * sp.diff(T, y)
assert sp.diff(sp.expand(work), kr) == 0          # no entropy production from kr
q = heat_flux(-A * sp.log(x**2 + y**2) / 2, kr)   # line source at the origin
spiral = sp.simplify((-y * q[0] + x * q[1]) / (x * q[0] + y * q[1]))
assert sp.simplify(spiral + kr / kp) == 0
print("line source, q_phi/q_r =", spiral)

# ---------- 3. phonon scattering with fourfold symmetry ----------
# state = (orbit, sign, quarter turns); v = (-1)^sign C4^turns u_orbit
orbits = 3
N = 8 * orbits
v = np.zeros((N, 3))
turn = np.zeros((N, N))
reverse = np.zeros((N, N))
for o in range(orbits):
    u = rng.normal(size=3)
    for sign in range(2):
        for n in range(4):
            i = 8 * o + 4 * sign + n
            v[i] = (-1)**sign * np.linalg.matrix_power(C4, n) @ u
            turn[8 * o + 4 * sign + (n + 1) % 4, i] = 1
            reverse[8 * o + 4 * (1 - sign) + n, i] = 1

# sums of permutations have equal total rates in and out of every state
w_raw = sum(rng.exponential() * np.eye(N)[rng.permutation(N)] for _ in range(6))
w_c4 = np.zeros((N, N))
for n in range(4):
    P = np.linalg.matrix_power(turn, n)
    w_c4 += P @ w_raw @ P.T / 4
w_partner = reverse @ w_c4.T @ reverse            # time-reversed rates
w_rev = (w_c4 + w_partner) / 2                    # reversible rates


def kinetic_kappa(w):
    C = np.diag(w.sum(axis=1)) - w.T
    response = np.linalg.lstsq(C, v, rcond=1e-10)[0]
    assert np.allclose(C @ response, v, atol=1e-9)
    return v.T @ response


for w in (w_c4, w_rev):
    assert np.allclose(w.sum(axis=0), w.sum(axis=1))
k_c4, k_rev, k_partner = map(kinetic_kappa, (w_c4, w_rev, w_partner))
skew = np.linalg.norm(w_rev - w_rev.T) / np.linalg.norm(w_rev)
assert skew > 0.1                                 # single rates are not symmetric
assert abs(rotary_ratio(k_rev)) < 1e-10
assert abs(rotary_ratio(k_c4)) > 1e-4
assert np.allclose(k_c4[0, 0], k_c4[1, 1]) and np.allclose(k_c4[0, 1], -k_c4[1, 0])
assert np.allclose(k_partner, k_c4.T)
print(f"kinetic model: states {N}")
print(f"reversible rates: |w - w^T|/|w| = {skew:.3f}")
print(f"reversible rates: |kr/kp| = {abs(rotary_ratio(k_rev)):.1e}")
print(f"irreversible rates: kr/kp = {rotary_ratio(k_c4):.5f}")
print(f"time-reversed partner: kr/kp = {rotary_ratio(k_partner):.5f}")

# ---------- 4. Kubo formula for a small quantum system ----------
m = 3
dim = 4 * m
R = np.kron(np.roll(np.eye(4), 1, axis=0), np.eye(m))


def c4_average(M):
    powers = [np.linalg.matrix_power(R, n) for n in range(4)]
    return sum(P @ M @ P.T for P in powers) / 4


B = rng.normal(size=(dim, dim))
H_real = c4_average(B + B.T)                      # invariant under conjugation
B = rng.normal(size=(dim, dim))
H_broken = H_real + 1j * c4_average(B - B.T)
B = rng.normal(size=(dim, dim))
J0 = 1j * (B - B.T)                              # odd under conjugation
Jx = (J0 - R @ R @ J0 @ R.T @ R.T) / 2
Jy = R @ Jx @ R.T
assert np.allclose(R @ Jy @ R.T, -Jx)


def kubo_kappa(H, beta=0.5, eta=0.5):
    E, U = np.linalg.eigh(H)
    p = np.exp(-beta * (E - E.min()))
    p /= p.sum()
    dE = E[None, :] - E[:, None]
    close = np.abs(dE) < 1e-9
    weight = np.where(close, beta * p[:, None],
                      (p[:, None] - p[None, :]) / np.where(close, 1, dE))
    J = [U.conj().T @ M @ U for M in (Jx, Jy)]
    K = np.array([[np.sum(J[j] * J[i].T * weight / (eta - 1j * dE))
                   for j in range(2)] for i in range(2)])
    assert np.abs(K.imag).max() < 1e-9 * np.abs(K).max()
    return K.real


r_real, r_broken = (rotary_ratio(kubo_kappa(H)) for H in (H_real, H_broken))
assert abs(r_real) < 1e-10 and abs(r_broken) > 1e-5
print(f"Kubo, {dim} levels, reversible H: |kr/kp| = {abs(r_real):.1e}")
print(f"Kubo, {dim} levels, reversal broken: kr/kp = {r_broken:.5f}")

# ---------- 5. bar with insulated sides, hypothetical rotary part ----------
length, width, thick = 20e-3, 5e-3, 2e-3          # m
k_plane, ratio, T0, dT = 3.0, 0.05, 300.0, 10.0   # W/(m K), 1, K, K


def line_matrices(cells, size):
    """1D linear elements: stiffness, mass, and integral of N_a' N_b."""
    h = size / cells
    S, M, D = (np.zeros((cells + 1, cells + 1)) for _ in range(3))
    for c in range(cells):
        block = np.ix_([c, c + 1], [c, c + 1])
        S[block] += np.array([[1, -1], [-1, 1]]) / h
        M[block] += np.array([[2, 1], [1, 2]]) * h / 6
        D[block] += np.array([[-1, -1], [1, 1]]) / 2
    return [sparse.csr_matrix(Q) for Q in (S, M, D)]


def solve_bar(nx, ny, r):
    Sx, Mx, Dx = line_matrices(nx, length)
    Sy, My, Dy = line_matrices(ny, width)
    plain = sparse.kron(Sx, My) + sparse.kron(Mx, Sy)
    rotary = (sparse.kron(Dx, Dy.T) - sparse.kron(Dx.T, Dy)).tocsr()
    ids = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    inner = np.abs(rotary[ids[1:-1, 1:-1].ravel()]).max()
    overall = np.abs(rotary).max()
    matrix = (plain + r * rotary).tocsr()
    temp = np.zeros(ids.size)
    temp[ids[0]], temp[ids[-1]] = T0 + dT / 2, T0 - dT / 2
    free = ids[1:-1].ravel()
    fixed = np.concatenate([ids[0], ids[-1]])
    rhs = -matrix[free][:, fixed] @ temp[fixed]
    temp[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    temp = temp.reshape(ids.shape)
    return temp[nx // 2, -1] - temp[nx // 2, 0], inner, overall


coarse, _, _ = solve_bar(80, 20, ratio)
fine, inner, overall = solve_bar(160, 40, ratio)
none, _, _ = solve_bar(80, 20, 0.0)
gradient = -dT / length
formula = ratio * gradient * width
assert inner < 1e-12 and overall > 0.1            # kr acts at the boundary only
assert abs(none) < 1e-8
assert abs(fine / formula - 1) < 0.01             # end effects of a finite bar
assert abs(fine - coarse) < 1e-3 * abs(fine)
print(f"bar: length {length*1e3:.0f} mm, width {width*1e3:.0f} mm, "
      f"thickness {thick*1e3:.0f} mm")
print(f"rough kp = {k_plane:.1f} W/(m K), T = {T0:.0f} K, end difference {dT:.0f} K")
print(f"axial gradient = {gradient*1e-3:.2f} K/mm")
print(f"axial heat flux = {-k_plane*gradient*1e-3:.2f} kW/m^2")
print(f"hypothetical kr/kp = {ratio}, kr = {ratio*k_plane:.2f} W/(m K)")
print(f"isotherm tilt = {np.degrees(np.arctan(ratio)):.2f} deg")
print(f"top minus bottom edge, long-bar formula = {formula*1e3:.2f} mK")
print(f"top minus bottom edge, finite elements = {fine*1e3:.2f} mK")
print(f"shift from 80x20 to 160x40 cells = {(fine-coarse)*1e3:.4f} mK")
print(f"same with kr = 0: |difference| = {abs(none)*1e3:.1e} mK")
print(f"rotary matrix: largest interior entry {inner:.1e}, overall {overall:.2f}")

# ---------- 6. size of neglected effects ----------
offset = 0.1e-3                                   # m, contact misplacement
tilt, anisotropy = np.radians(1.0), 0.2           # assumed axis tilt, (kc-kp)/kp
axis = np.array([np.sin(tilt), np.sin(tilt), 0])
axis[2] = np.sqrt(1 - axis @ axis)
tilted = np.eye(3) + anisotropy * np.outer(axis, axis)
h_rad = 4 * Stefan_Boltzmann * T0**3              # black surface, upper bound
fin = np.sqrt(h_rad * 2 * (width + thick) / (k_plane * width * thick)) * length / 2
heat_capacity, speed = 2.4e6, 3e3                 # J/(m^3 K), m/s, rough
path = 3 * k_plane / (heat_capacity * speed)
cubic = (path * gradient / T0)**2
hall_per_tesla, earth = 1e-3, 5e-5                # assumed generous bound; rough field
print(f"contact offset {offset*1e3:.1f} mm: false signal "
      f"{abs(gradient)*offset*1e3:.1f} mK, as kr/kp = {offset/width:.3f}")
print(f"axis tilt 1 deg to x and y, assumed anisotropy {anisotropy}: "
      f"kxy/kp = {tilted[0, 1]:.1e}")
print(f"radiation coefficient (black) = {h_rad:.2f} W/(m^2 K)")
print(f"radiation lowers mid-bar gradient by {100*(1-fin/np.sinh(fin)):.1f} %")
print(f"kappa ~ 1/T: change along bar about {100*dT/T0:.1f} %")
print(f"rough heat capacity {heat_capacity*1e-6:.1f} MJ/(m^3 K), "
      f"sound speed {speed*1e-3:.0f} km/s")
print(f"phonon mean free path = {path*1e9:.2f} nm")
print(f"cubic rotary response, order of kr/kp = {cubic:.0e}")
print(f"Earth field {earth*1e6:.0f} uT, assumed {hall_per_tesla:.0e} per T: "
      f"kr/kp = {hall_per_tesla*earth:.0e}")
print("OK")
```

Printed output:

```
group 4: order 4, antisymmetric components 1
group -4: order 4, antisymmetric components 1
group 4/m: order 8, antisymmetric components 1
group 422: order 8, antisymmetric components 0
group 4mm: order 8, antisymmetric components 0
group -42m: order 8, antisymmetric components 0
group 4/mmm: order 16, antisymmetric components 0
line source, q_phi/q_r = -kr/kp
kinetic model: states 24
reversible rates: |w - w^T|/|w| = 1.093
reversible rates: |kr/kp| = 1.8e-16
irreversible rates: kr/kp = -0.04843
time-reversed partner: kr/kp = 0.04843
Kubo, 12 levels, reversible H: |kr/kp| = 8.8e-18
Kubo, 12 levels, reversal broken: kr/kp = 0.60896
bar: length 20 mm, width 5 mm, thickness 2 mm
rough kp = 3.0 W/(m K), T = 300 K, end difference 10 K
axial gradient = -0.50 K/mm
axial heat flux = 1.50 kW/m^2
hypothetical kr/kp = 0.05, kr = 0.15 W/(m K)
isotherm tilt = 2.86 deg
top minus bottom edge, long-bar formula = -125.00 mK
top minus bottom edge, finite elements = -124.58 mK
shift from 80x20 to 160x40 cells = 0.0030 mK
same with kr = 0: |difference| = 4.5e-10 mK
rotary matrix: largest interior entry 0.0e+00, overall 0.50
contact offset 0.1 mm: false signal 50.0 mK, as kr/kp = 0.020
axis tilt 1 deg to x and y, assumed anisotropy 0.2: kxy/kp = 6.1e-05
radiation coefficient (black) = 6.12 W/(m^2 K)
radiation lowers mid-bar gradient by 4.6 %
kappa ~ 1/T: change along bar about 3.3 %
rough heat capacity 2.4 MJ/(m^3 K), sound speed 3 km/s
phonon mean free path = 1.25 nm
cubic rotary response, order of kr/kp = 4e-18
Earth field 50 uT, assumed 1e-03 per T: kr/kp = 5e-08
OK
```
